Why a small subspace eigenproblem limits plane-wave strong scaling

A plane-wave calculation runs on 1024 ranks, and 4096 are available. Should it move, and should the dense eigensolver be changed first? Counting operations suggests that the eigensolver hardly matters: in the model below it performs about 1 % of the floating-point operations. On 4096 ranks it nevertheless takes 86 % of the time. The reason is that operations can be shared among ranks, whereas a chain of steps, each waiting for the last, cannot.

**The work in one cycle**

Consider one Rayleigh–Ritz cycle with n orthonormal trial bands, each having N_G plane-wave coefficients. The Hamiltonian is applied to the bands ψ, the n×n matrix ψ†Hψ is formed and diagonalized, and ψ and Hψ are rotated to the eigenvectors. Numbers are complex, in double precision, 16 bytes each. A complex multiply-add counts as 8 flops.

The projection and the two rotations are three matrix products of 8N_G n² flops each, together 24N_G n². Applying the local potential takes two FFTs per band, counted as 5N_r log₂N_r flops each on a grid of N_r points. That grid holds all differences of wavevectors in a sphere of radius G_max, so it is a cube of side 4G_max, and

N_G/N_r ≈ (4π/3)G_max³/(4G_max)³ = π/48.

Now the eigenproblem. Reduction to tridiagonal form removes one column at a time. When the remaining matrix has dimension m, a matrix-vector product costs 8m² flops. The subsequent rank-two update costs 16 flops per element, but Hermitian symmetry halves the number of elements, giving another 8m². Summing over m,

Σ 16m² ≈ 16n³/3.

Transforming n eigenvectors back applies reflectors of length m to n vectors, at 16mn flops each, and Σ16mn ≈ 8n³. The total is (40/3)n³. Relative to the three large products this is

(40/3)n³/(24N_G n²) = 5n/(9N_G),

which is small because there are many more plane waves than bands.

I leave out orthonormalization, nonlocal projectors and the eigensolver for the tridiagonal matrix itself. The work on plane waves is assumed to divide perfectly among P ranks, with no communication cost. This isolates the limit set by the eigenproblem; in a real run the FFTs and the three large products communicate too and may set another. If ψ is split among ranks by plane waves alone, summing the n×n matrix and distributing the eigenvectors each move about 16n² bytes per rank, about 50 ms each in the example below, whatever P is. Layouts that also split the bands reduce this but do not remove it.

**Why the columns cannot be processed together**

One formula covers both reductions. Take a panel Y of b columns below the part to be kept, and factor it as Y = QR, with Q†Q = I and R upper triangular. Let E be the first b columns of the identity, Q₁ = E†Q, and S a diagonal matrix of phases. Define

W = Q − ES,  C = Q₁†S − I,  K = C⁻¹,  U = I + WKW†.

Since W†ES = Q₁†S − S†S = C,

UES = ES + WKC = ES + W = Q.

U is unitary. To see this, expand W†W = 2I − Q₁†S − S†Q₁ = −(C + C†). Then K†W†WK = −K†CK − K†C†K = −K† − K, which cancels the other terms in

U†U = I + W(K + K† + K†W†WK)W†.

Therefore U†Y = U†QR = ESR: the panel has become a triangle with zeros below. The phases in S are chosen opposite to those of the diagonal of Q₁. For b = 1 this gives C = −(1 + |Q₁|), safely away from zero. For b > 1 the choice does not guarantee that C can be inverted: C is singular when Q₁†S has the eigenvalue 1, as happens if Q₁†S merely swaps two components. The derivation assumes C invertible, as it was for the random matrices tested below.

The rest of the matrix, A, becomes U†AU. With Z = AWK, we have AU = A + ZW†. Multiplying by U† = I + WK†W† and using K†W†A = Z† gives

U†AU = A + ZW† + WZ† + WΓW†,  Γ = K†W†Z.

Γ = (WK)†A(WK) is Hermitian, so half of its term can go to each side:

U†AU = A + XW† + WX†,  X = Z + WΓ/2.

For b = 1 this is ordinary one-stage tridiagonalization. The second reflector is built from the second column after its update. That update contains X, hence Z, hence the product of the entire remaining matrix with the first reflector. One can postpone updating the other columns and group those updates into matrix products. One cannot postpone the matrix-vector product, because the next vector does not exist until it is finished.

For b > 1 the panel's b columns are factored before the remaining matrix is needed. The result is a band matrix with b subdiagonals, and one product with A serves b columns.

A test shows the difference in dependence. The last diagonal element of a small matrix is changed. In one-stage reduction the first off-diagonal element stays the same, but the second changes by 2.0×10⁻³: information from the far corner has already entered. In band reduction with b = 4, the whole first panel is unchanged.

**Memory traffic and messages**

The matrix-vector product needs one triangle of A, m²/2 numbers or 8m² bytes, for 8m² flops. That is 1 flop per byte. With flop rate f and memory bandwidth B per rank, these products take

(8n³/3)/P × max(1/f, 1/B)

in one-stage reduction, where 1/B carries the factor of 1 byte per flop. With a block of b vectors the same triangle serves b times as many flops, so 1/B becomes 1/(bB). A timing of a dense complex matrix gave 2.59 ms for a single vector and 0.62 ms per vector in a block of 16. The gain is real on that machine, though the timing does not separate memory traffic from other differences between the two kernels.

This cost is large, but it still carries a factor 1/P. The messages behave differently. Let the ranks form a q×q grid, P = q², and let a sum or broadcast along a row or column take L = log₂q rounds. Each round costs α + bytes/β, with latency α and network bandwidth β. The algorithm counted here uses six collectives in succession for every panel:

1. sum Y†Y and collect the top block, from which R, Q₁ and K follow;
2. broadcast W and K along process rows;
3. distribute W along process columns;
4. sum the partial products that form Z;
5. sum the contributions to Γ;
6. distribute X along process columns.

There are about n/b panels, so the latency is 6(n/b)Lα, or 6nLα for b = 1. Steps 2, 3, 4 and 6 carry pieces of mb/q numbers, 64mb/q bytes in all per round. Because Σmb ≈ n²/2 over the panels, the volume is 32n²L/q bytes, whatever b is. Larger panels send the same data in fewer, longer messages. This list is written for a matrix with both triangles stored, as in the simulation below; steps 5 and 6 could then be merged into one sum along process columns, leaving five. If only one triangle is stored, as the memory and update costs assume, step 4 needs a sum along columns as well as along rows. With steps 5 and 6 merged there are again six collectives, now with a fifth piece of mb/q numbers, which raises the volume of the reduction by a quarter. The formulas keep six collectives and the volume above.

These counts were tested by carrying out the distributed algorithm on a simulated grid of 16 ranks with n = 192, including the back-transformation, and verifying the eigenvectors. The reduction needed 2292 rounds for b = 1 and 564 for b = 4. The volumes were 620 416 and 710 656 bytes, against a leading estimate of about 590 000. Most of the excess comes from b×b matrices: two in step 1, K in step 2 and Γ in step 5, together 64b² bytes per round and panel, or 64bnL bytes in all. Relative to the leading volume this is 2bq/n. The blocks are also shared unevenly among the ranks, which on a large grid adds about half as much again (3/8 on the simulated 4×4 grid). The formulas below omit both contributions. They are small for b = 1, but with n = 4000, b = 16 and β = 5 GB/s on 4096 ranks they would add about 7 ms to the two-stage time.

In the back-transformation all reflectors are known, so they can be grouped even after one-stage reduction. If each rank keeps its received copies of W and K, one sum per panel remains. It carries b×n/q numbers, which adds (n/b)Lα of latency and 16n²L/(qβ) of transfer time. Grouping b single reflectors after one-stage reduction also requires their mutual inner products. These b² numbers can travel in the same sum; their volume is omitted here. The update of the remaining matrix is charged at the rate f, which assumes that updates are postponed and grouped into matrix products without further collectives; the simulated grid updates after every column and did not cover this. The one-stage total is then

T₁ = (32/3)n³/(Pf) + (8n³/3)/P × max(1/f, 1/B) + (6n + n/b)Lα + 48n²L/(qβ).

The first two terms fall as 1/P. The transfer term falls as L/√P once the grid is large. The latency term grows with log P. This is the limit on strong scaling.

**What the second stage costs**

The band matrix must still be made tridiagonal. Removing the outer elements of one column creates new elements outside the band, a bulge, which is pushed down the matrix by further reflectors of length b. One such task works on three blocks of size b×b: one to the left of the diagonal block, the diagonal block, and one below. Each costs 16b² flops, the diagonal one because symmetry halves its update. A task thus costs 48b². Sweep j needs about (n − j)/b tasks, so there are n²/(2b) tasks and 24bn² flops.

Sweeps can overlap, but not freely. Let task s of sweep j act on rows r to r + b − 1. Task s of the next sweep acts one row lower, and its lower block reaches the element in row r + 2b, column r + b. Task s + 2 of sweep j, which starts at row r + 2b, changes that same element and must come first. Task s + 3 starts at row r + 3b and lies beyond reach. Tasks in a sweep follow one another, so in units of one task

t(j+1, s) = t(j, s+2) + 1 = t(j, s) + 3.

Each additional row lengthens the chain by three tasks. Recording the dependencies in an actual reduction with b = 8 gave chains of 450 tasks for n = 160 and 930 for n = 320, a slope of 3.0 tasks per row. The number three belongs to this way of cutting the work. A task can instead own a block of columns: it applies the reflector it receives to the diagonal block and to the block below, builds the next reflector from the first column of that lower block and applies it there. The flops are the same, but task s of the next sweep now waits only for task s + 1, and the chain grows by two tasks per row. The formulas below keep three.

Two-stage reduction has therefore not removed the chain of order n. It has replaced n groups of collectives spanning the grid by a chain of 2n to 3n small tasks, depending on how the tasks are cut, that communicate with neighbours. I charge each task one message, giving

τ = 48b²/f₂ + α,

where f₂ is the flop rate of small kernels. If tasks are started as soon as a rank is free, at any moment either all ranks are busy or the longest remaining chain is getting shorter. The first kind of time is at most the total work divided by P, the second at most the chain length. Their sum bounds the chase time in this task model, and I use it as the estimate:

T_chase = τ[3n + n²/(2bP)].

The eigenvectors must also pass through the chase reflectors: n²/(2b) reflectors, each costing 16bn flops, add 8n³. To run near the rate f, reflectors from b successive sweeps must be grouped. They are staggered by one row, so a group spans 2b − 1 rows, and treating it as a dense block nearly doubles the count. The formula below keeps 8n³; for the example below, the difference is less than 4 ms on 256 ranks or more. For the communication in this step I charge two collectives per group of b sweeps and 24n²L/q bytes: 8 for broadcasting the n²/2 reflector entries and 16 for sums, the same amount as in the first back-transformation. This last charge is a modelling assumption; the simulated grid did not cover it. The charge presupposes that each rank holds a contiguous range of eigenvector rows. A group of b sweeps contains up to about n reflectors rather than b, but then only those near a boundary between ranks need a sum, and each sum involves just two neighbours. The price is uneven load: the rank holding the last rows does about twice the mean work, which the formula ignores. If blocks of b rows are dealt out cyclically instead, sums are needed throughout the matrix: in the example below, the busiest rank then sends about 16n²/q numbers on 256 ranks and 5n²/q on 4096, in single-round exchanges. That is about 4 times the charged n²L/q on 256 ranks and slightly below it on 4096. Altogether

T₂ = (56/3)n³/(Pf) + (8n³/3)/P × max(1/f, 1/(bB)) + 9(n/b)Lα + 72n²L/(qβ) + T_chase.

Without the extra cost of grouping, the flops outside the chase have risen from (40/3)n³ to (64/3)n³, a factor of 1.6. The method does more arithmetic in order to wait less.

**A model calculation**

Take n = 4000 and an FFT grid of 144³, whose sphere contains N_G = 195 269 plane waves. (Strictly, 145 points per side would be needed to hold every difference; with 144, the two extreme differences along each axis coincide.) Each rank has f = 500 GF/s for matrix products (1 GF/s is 10⁹ flops per second), 50 GF/s for FFTs, f₂ = 10 GF/s and B = 50 GB/s. The network has α = 2 µs and β = 5 GB/s, and the bandwidth of the matrix is b = 16. These are round parameters, not measurements of a machine.

The plane-wave products need 7.50×10¹³ flops, the FFTs 2.57×10¹² and the eigenproblem 8.53×10¹¹. The eigenproblem's share is

0.853/(75.0 + 2.57 + 0.853) = 1.09 %.

On one rank the plane-wave part takes 201 s and one-stage diagonalization 4.8 s, or 2.3 % of the cycle. The time share exceeds the flop share mainly because of memory: the matrix-vector products take 3.4 s, the other arithmetic 1.4 s. With infinite memory bandwidth, 36 % of the one-stage time would remain.

On 1024 ranks L = 5, and the latency term is

(24 000 + 250) × 5 × 2 µs = 242.5 ms.

Transfers add 24 ms and all arithmetic, including the memory-bound part, less than 5 ms. The sum is 271 ms, while the plane-wave part has dropped to 197 ms. The two reductions then compare as follows, in ms:

P = 256: plane waves 787, one-stage 251, two-stage 131
P = 1024: plane waves 197, one-stage 271, two-stage 101
P = 4096: plane waves 49, one-stage 307, two-stage 88

From 1024 to 4096 ranks, the cycle with one-stage reduction shortens from 468 to 356 ms: four times the ranks for a gain of 1.3. With two-stage reduction it goes from 298 to 138 ms, a gain of 2.2. Changing the solver on 1024 ranks therefore saves more time than quadrupling the ranks and running the old solver on all of them.

Removing one cause at a time identifies what matters. On 4096 ranks, infinite memory bandwidth leaves 99.8 % of the one-stage time, while zero latency leaves 5.1 %. The memory term is probably overestimated there anyway: already at P = 1024 a rank's share of one triangle is 125 kB, which can fit in cache. In this model, memory-bound work is the largest part of the one-stage time on 1, 4 and 16 ranks; on many ranks, latency explains the failure to scale.

The table also shows that one-stage diagonalization is faster on 256 ranks than on 4096. If moving the small matrix is cheap, a code can diagonalize on a subset of its ranks while the others wait. This avoids the rise with P but leaves a floor near 250 ms among the cases computed. On 4096 ranks, with the one-stage solver on 256 of them, the cycle then takes about 300 ms. This equals, within the accuracy of the model, the 298 ms of two-stage reduction on 1024 ranks, but uses four times the ranks.

**Choosing the bandwidth**

A wide band means fewer collectives but heavier chase tasks. At large P, and for b ≥ f/B so that the block products are no longer memory-bound, the terms of T₂ that depend on b are

9nLα/b + 144nb²/f₂.

Setting the derivative to zero gives 9nLα/b² = 288nb/f₂, hence

b³ = αLf₂/32.

The matrix size cancels, because both costs are proportional to n. At P = 1024 this gives b = 14.6; a numerical search in the full T₂ gives 14.7. Both exceed f/B = 10, as the derivation requires. The choice b = 16 is near this flat minimum. With a chain of 2n tasks the same steps give b³ = 3αLf₂/64, or b = 16.7.

One simplification should be noted here. The update of A reads and writes a triangle, so its intensity is b/2 = 8 flops per byte, slightly below the 10 needed for full speed. The model ignores this. Correcting it would lengthen the update by a factor 10/8, which is immaterial on many ranks, where all arithmetic outside the chase takes a few milliseconds or less.

With the chain of 3n tasks, the largest part of T₂ on 4096 ranks is the chase, 39 ms, followed by latency, 27 ms, and transfers, 22 ms (about 29 ms if the omitted b×b matrices and uneven blocks are included). Two-stage diagonalization still takes 64 % of the cycle. With a chain of 2n tasks the chase would take 26 ms, about as long as the latency, T₂ would be 75 ms and its share 61 %. The floor is lower, but it is still a floor.

**Where more ranks stop helping**

Let A₁ be the one-rank time of all work that divides by P. Keeping this work and the main latency term, and using L = ½log₂P, the one-stage cycle time is

T(P) = A₁/P + 3nα ln P/ln 2.

Its derivative vanishes when A₁/P² = 3nα/(P ln 2), so

P* = A₁ ln 2/(3nα).

Here A₁ = 201.3 + 4.8 = 206.1 s and 3nα = 0.024 s, giving P* ≈ 5950. The full model has its minimum near 6780. The difference has the expected sign: transfer time, omitted from the estimate, still falls with P in this range and favours more ranks. At that minimum the cycle takes 351 ms, or 116 ms with two-stage reduction on the same ranks. These values treat L as continuous. With whole rounds, L = 7 on an 82×82 grid gives 383 ms and about 120 ms, and the fastest square grid for one-stage reduction is 4096 ranks, at 356 ms. Well before P*, the extra ranks are already poorly used.

The formula also shows how the limit moves with system size. If N_G grows in proportion to n, the dominant plane-wave work grows as n³ and P* as n². At fixed P, a larger system therefore scales better. If instead P grows as n³, keeping the plane-wave work per rank constant, the latency grows as n log P and eventually dominates again. Independent k-points help in another way: their eigenproblems can run side by side on smaller groups of ranks.

**When two-stage reduction loses its advantage**

The full saving in collectives depends on factoring a panel with one reduction. If the panel is factored column by column, with two collectives per column, these alone cost 2nLα, or 96 ms on 4096 ranks. That exceeds the entire 88 ms estimated for two-stage diagonalization and would raise it to about 180 ms, still below the 307 ms of one-stage reduction. The one-reduction factorization used here, through Y†Y, squares the condition number of the panel and can lose accuracy when its columns are nearly dependent. A tree of small QR factorizations avoids forming Y†Y and also takes L rounds.

On few ranks the advantage is uncertain. For P = 1 the model gives 4.4 s for two stages and 4.8 s for one, and the two-stage figure includes about 1.0 s for chase messages that a single rank would not send; without them it is 3.4 s. Treating groups of chase reflectors as dense blocks would add about 1.0 s. On one rank the order therefore depends on the assumed kernel rates and memory bandwidth, not on latency. On a few ranks, the time charged for chase messages can also decide it. In the opposite limit, where latency is negligible and memory is fast enough for matrix-vector products to run at full speed, both reasons for the second stage vanish. Its additional 8n³ flops and the chase then make it slower.

On hundreds of ranks or more, the quantity to compare with the plane-wave time per rank is thus 6nLα, the waiting time of one-stage reduction. In the example it makes up 76 % of the one-stage time on 256 ranks and 94 % on 4096. The flop share does not contain it. The numerical output gives the separate contributions for P = 1, 1024 and 4096.

Computed results

```
simulated grid: n = 192, ranks = 16
  b = 1: rounds = 2292, bytes per rank on critical path = 620416
  b = 4: rounds = 564, bytes per rank on critical path = 710656
corner disturbed: change of 1st off-diagonal = 0.0e+00, 2nd = 2.0e-03
corner disturbed: change of first band panel (b = 4) = 0.0e+00
chase chain, b = 8: n=160: 450 tasks, n=320: 930 tasks, slope = 3.0 tasks/row
timed here, per vector: single = 2.59 ms, in block of 16 = 0.62 ms
model: n = 4000, FFT grid = 144^3, N_G = 195269, b = 16
f = 500 GF/s, FFT rate = 50 GF/s, small-kernel rate = 10 GF/s
B = 50 GB/s, beta = 5 GB/s, alpha = 2 us
flops: projection+rotations = 7.498e+13, FFT = 2.569e+12, eigenproblem = 8.533e+11
eigenproblem flop share = 1.09 %
scalable part on one rank = 201.3 s
P | scalable ms | one-stage ms | its share % | two-stage ms | its share %
    1 | 201348.9 | 4778.7 | 2.3 | 4383.8 | 2.1
   16 | 12584.3 | 472.5 | 3.6 | 434.5 | 3.3
   64 | 3146.1 | 277.8 | 8.1 | 206.5 | 6.2
  256 | 786.5 | 251.1 | 24.2 | 131.3 | 14.3
 1024 | 196.6 | 271.2 | 58.0 | 101.5 | 34.0
 4096 | 49.2 | 306.6 | 86.2 | 88.4 | 64.3
P=1 one-stage parts (flops, matvec, latency, volume) ms: 1365.33 3413.33 0.00 0.00
P=1 two-stage parts (flops, product, latency, volume, chase) ms: 2389.33 341.33 0.00 0.00 1653.15
P=1024 one-stage parts (flops, matvec, latency, volume) ms: 1.33 3.33 242.50 24.00
P=1024 two-stage parts (flops, product, latency, volume, chase) ms: 2.33 0.33 22.50 36.00 40.32
P=4096 one-stage parts (flops, matvec, latency, volume) ms: 0.33 0.83 291.00 14.40
P=4096 two-stage parts (flops, product, latency, volume, chase) ms: 0.58 0.08 27.00 21.60 39.14
P=1: one-stage time left with infinite memory bandwidth = 35.7 %, with zero latency = 100.0 %
P=4096: one-stage time left with infinite memory bandwidth = 99.8 %, with zero latency = 5.1 %
one triangle per rank at P=1024 = 125 kB
chase task time = 3.23 us, chain 3n = 12000 tasks, mean concurrency = 41.7 tasks
best b at P=1024: formula = 14.6, search = 14.7
P of minimum one-stage cycle time: formula = 5953, search = 6781
cycle time at that minimum: one-stage = 351 ms, two-stage at same P = 116 ms
```
